\section*{LB94 and Becke 88 exchange potentials far from an atom}

\section*{Problem}

Hartree atomic units are used. Let $\rho(\mathbf r)$ be the density of one spin channel, and define
\begin{equation}
g=|\nabla\rho|,\qquad x=\frac{g}{\rho^{4/3}} .
\end{equation}
The van Leeuwen--Baerends model (LB94) adds to the local-density exchange-correlation potential the correction
\begin{equation}
v_{\rm LB}=-\beta\rho^{1/3}\,\frac{x^2}{1+3\beta x\,\mathrm{arcsinh}\,x},
\qquad \beta=0.05 .
\label{lb}
\end{equation}
Becke 88 instead models the exchange energy. Each spin channel contributes $E=\int e(\rho,g)\,d^3r$, with
\begin{equation}
e=-\frac32\left(\frac{3}{4\pi}\right)^{1/3}\rho^{4/3}
-\beta\rho^{4/3}\,\frac{x^2}{1+6\beta x\,\mathrm{arcsinh}\,x},
\qquad \beta=0.0042 ,
\label{b88}
\end{equation}
and its potential is the functional derivative $v_{\rm B}=\delta E/\delta\rho$.

Far from an atom, take the spherical density
\begin{equation}
\rho(r)=N e^{-\alpha r},\qquad N,\alpha>0 .
\label{rho}
\end{equation}

\begin{enumerate}
\item[(a)] Find the leading behaviour of $v_{\rm LB}$ at large $r$, and its dependence on $\beta$, $N$ and $\alpha$.
\item[(b)] Find the leading behaviour of the Becke energy per electron, $e/\rho$.
\item[(c)] Find the leading behaviour of $v_{\rm B}$, with its coefficient, and explain how it is related to the result of (b).
\item[(d)] Do the leading terms change if the density is $N r^m e^{-\alpha r}$ with real $m$?
\item[(e)] Can $v_{\rm LB}$ be the functional derivative of some energy functional?
\item[(f)] Compare both models with the exact exchange potential of the hydrogen atom.
\end{enumerate}

\section*{Solution}

\subsection*{The variable $x$ in the tail}

For the density (\ref{rho}), $\rho'=-\alpha\rho$, so $g=\alpha\rho$ and
\begin{equation}
x=\alpha\rho^{-1/3}=\alpha N^{-1/3}e^{\alpha r/3}.
\end{equation}
The reduced gradient grows exponentially, although the density and its gradient both vanish. For large $x$,
\begin{equation}
\mathrm{arcsinh}\,x=\ln\!\left(x+\sqrt{1+x^2}\right)=L+O(x^{-2}),
\qquad L=\ln 2x .
\end{equation}
Inserting $x$ gives a linear function of $r$:
\begin{equation}
L=\frac{\alpha r}{3}+\ln\!\left(2\alpha N^{-1/3}\right)
=\frac{\alpha}{3}(r+a),\qquad
a=\frac{3}{\alpha}\ln\!\left(2\alpha N^{-1/3}\right).
\label{L}
\end{equation}
The logarithm inside the arcsinh thus turns an exponential density into a power of $r$. The length $a$ may have either sign.

\subsection*{(a) The LB94 correction}

Write $A=\mathrm{arcsinh}\,x$. Since $\rho^{1/3}x=g/\rho=\alpha$, Eq.~(\ref{lb}) can be rearranged without approximation:
\begin{equation}
v_{\rm LB}=-\frac{\rho^{1/3}x}{3A}\,\frac{3\beta xA}{1+3\beta xA}
=-\frac{\alpha}{3A}\left(1-\frac{1}{1+3\beta xA}\right).
\end{equation}
The last fraction is exponentially small once $3\beta xA\gg1$. Replacing $A$ by $L$ and using (\ref{L}),
\begin{equation}
v_{\rm LB}\to-\frac{\alpha}{3L}=-\frac{1}{r+a}
=-\frac1r+\frac{a}{r^2}+O(r^{-3}).
\label{lbtail}
\end{equation}
The leading term is $-1/r$, whatever the values of $\beta>0$, $N$ and $\alpha$. The tail sets in where $3\beta xA\gg1$, a distance that depends on $\beta$, $N$ and $\alpha$. Beyond it $\beta$ drops out, and $N$ and $\alpha$ enter the next order through $a$.

The local part of the full LB94 potential does not disturb this result. Differentiating the first term of (\ref{b88}) gives the local exchange potential,
\begin{equation}
-2\left(\frac{3}{4\pi}\right)^{1/3}\rho^{1/3}
=-\left(\frac{6\rho}{\pi}\right)^{1/3},
\label{lda}
\end{equation}
which decays as $e^{-\alpha r/3}$. In a uniform gas of very low density the Coulomb energy per electron, proportional to the inverse electron spacing, dominates. The local correlation potential is then also of order $\rho^{1/3}$ and vanishes exponentially in the tail.

\subsection*{(b) The Becke energy per electron}

Because $\rho^{4/3}x=g$, the gradient term of (\ref{b88}) has the form $gF(x)$, with
\begin{equation}
F(x)=-\frac{1}{6A}\left(1-\frac{1}{1+6\beta xA}\right)
=-\frac{1}{6L}+\text{terms of order }x^{-1}\text{ or smaller}.
\label{F}
\end{equation}
The local term contributes to $e/\rho$ an amount of order $\rho^{1/3}$, which is exponentially small. Therefore
\begin{equation}
\frac{e}{\rho}\to-\frac{g}{6\rho L}=-\frac{\alpha}{6L}
=-\frac{1}{2(r+a)}\to-\frac{1}{2r}.
\end{equation}
The factor 6 in the Becke denominator, against 3 in LB94, produces the factor $\tfrac12$. This is the correct limit for hydrogen. There the exchange energy cancels the Hartree self-repulsion, whose energy per electron is half the Hartree potential, or $1/(2r)$ at large distance.

\subsection*{(c) The Becke potential}

\paragraph{Functional derivative.}
Vary the density by a localized $\eta(\mathbf r)$. For a spherical density that decreases outwards, $\nabla\rho=-g\hat{\mathbf r}$, so
\begin{equation}
\delta g=\frac{\nabla\rho\cdot\nabla\eta}{g}=-\hat{\mathbf r}\cdot\nabla\eta .
\end{equation}
Integration by parts, with no boundary term because $\eta$ is localized, gives
\begin{equation}
\delta E=\int\left(\frac{\partial e}{\partial\rho}\,\eta
-\frac{\partial e}{\partial g}\,\hat{\mathbf r}\cdot\nabla\eta\right)d^3r
=\int\eta\left[\frac{\partial e}{\partial\rho}
+\nabla\cdot\left(\frac{\partial e}{\partial g}\hat{\mathbf r}\right)\right]d^3r .
\end{equation}
The square bracket is the potential. Writing out the divergence of a radial vector,
\begin{equation}
v_{\rm B}=\frac{\partial e}{\partial\rho}
+\frac{2}{r}\frac{\partial e}{\partial g}
+\frac{d}{dr}\frac{\partial e}{\partial g}.
\label{EL}
\end{equation}

\paragraph{The two partial derivatives.}
The local term of $e$ gives (\ref{lda}), which is exponentially small. For the term $gF(x)$ we need
\begin{equation}
\frac{\partial x}{\partial\rho}=-\frac{4x}{3\rho},\qquad
\frac{\partial x}{\partial g}=\frac{x}{g}.
\end{equation}
Hence, with $g/\rho=\alpha$,
\begin{equation}
\frac{\partial (gF)}{\partial\rho}=-\frac{4\alpha}{3}\,xF'(x),\qquad
\frac{\partial (gF)}{\partial g}=F+xF'(x).
\label{partials}
\end{equation}
Only the operation $x\,d/dx$ occurs here. The radial derivative in (\ref{EL}) is of the same kind, because $dx/dr=\alpha x/3$. This operation leaves a term of order $x^{-1}$ at order $x^{-1}$, so the corrections dropped in (\ref{F}) remain exponentially small after differentiation. We may therefore use $F=-1/(6L)$. Since $x\,dL/dx=1$, we have $xF'=1/(6L^2)$, and
\begin{equation}
\frac{\partial e}{\partial\rho}\to-\frac{2\alpha}{9L^2},\qquad
\frac{\partial e}{\partial g}\to-\frac{1}{6L}+\frac{1}{6L^2}.
\end{equation}

\paragraph{Collecting terms.}
With $dL/dr=\alpha/3$,
\begin{equation}
\frac{d}{dr}\frac{\partial e}{\partial g}
\to\frac{\alpha}{3}\left(\frac{1}{6L^2}-\frac{1}{3L^3}\right)
=\frac{\alpha}{18L^2}-\frac{\alpha}{9L^3}.
\end{equation}
The terms in $L^{-2}$ without a factor $1/r$ add to $-4\alpha/18+\alpha/18=-\alpha/6$, so
\begin{equation}
v_{\rm B}\to-\frac{\alpha}{6L^2}-\frac{1}{3rL}
+\frac{1}{3rL^2}-\frac{\alpha}{9L^3}.
\end{equation}
Now insert $L=\alpha(r+a)/3$. The last two terms combine as
\begin{equation}
\frac{3}{\alpha^2(r+a)^2}\left(\frac1r-\frac1{r+a}\right)
=\frac{3a}{\alpha^2r(r+a)^3},
\end{equation}
and the potential becomes
\begin{equation}
v_{\rm B}\to-\frac{3}{2\alpha(r+a)^2}-\frac{1}{\alpha r(r+a)}
+\frac{3a}{\alpha^2r(r+a)^3}.
\label{btail}
\end{equation}
To expand it, use $(r+a)^{-2}=r^{-2}-2ar^{-3}+\dots$ and $[r(r+a)]^{-1}=r^{-2}-ar^{-3}+\dots$; the last term is of order $r^{-4}$. The coefficient of $r^{-2}$ is $-3/(2\alpha)-1/\alpha$, and that of $r^{-3}$ is $3a/\alpha+a/\alpha$:
\begin{equation}
v_{\rm B}=-\frac{5}{2\alpha r^2}+\frac{4a}{\alpha r^3}+O(r^{-4}).
\label{bfinal}
\end{equation}
The Becke potential is attractive but decays as $r^{-2}$, with a coefficient that depends on the density.

\paragraph{Why the energy density does not pass on its $1/r$.}
In the tail $e\simeq-g/(6L)$ depends on $\rho$ at fixed $g$ only through the logarithm $L$. Differentiating with respect to $\rho$ therefore acts on $1/L$ and yields $1/L^2$. The derivative with respect to $g$ is of order $1/L$, but it enters the potential through a divergence, which supplies a further $1/r$ or another derivative of $1/L$. Every surviving term is of order $r^{-2}$ or smaller. A correct energy per electron at large distance thus does not guarantee a correct potential there.

\subsection*{(d) A power of $r$ in the density}

For $\rho=Nr^me^{-\alpha r}$, define $\kappa=g/\rho=\alpha-m/r$, which is positive at large $r$. Then $x=\kappa\rho^{-1/3}$ and
\begin{equation}
L=\frac{\alpha r}{3}-\frac m3\ln r+\ln\!\left(2\kappa N^{-1/3}\right)
=\frac{\alpha r}{3}\left[1+O\!\left(\frac{\ln r}{r}\right)\right].
\end{equation}
In (a), $-\alpha/(3L)$ becomes $-\kappa/(3L)$, which still tends to $-1/r$. In (c), $\alpha$ is replaced by $\kappa$ in (\ref{partials}), and $dL/dr=\alpha/3+O(1/r)$. The leading terms are then
\begin{equation}
v_{\rm B}\simeq-\frac{2\alpha}{9L^2}+\frac{\alpha}{18L^2}-\frac{1}{3rL}
\simeq-\frac{5}{2\alpha r^2}.
\end{equation}
Both leading laws survive, with relative corrections of order $\ln r/r$. The derivation assumes a spherical tail. On a nodal surface of the outermost orbital the Becke result can fail. For $\rho=z^2e^{-r}+e^{-1.5r}$ both leading laws hold away from the plane $z=0$ (with $\alpha=1$). On that plane the divergence of $\nabla\rho/g$ grows as $e^{r/2}$, and $v_{\rm B}$ is positive and grows exponentially (about $4.5$, $4\times10^{2}$ and $5\times10^{6}$ hartree at 10, 20 and 40 bohr), while $v_{\rm LB}$ still tends to $-1/r$.

\subsection*{(e) LB94 is not a functional derivative}

If $v=\delta E/\delta\rho$, the change $\delta v[\eta]$ caused by a small density change $\eta$ is governed by the second derivative of $E$, which is symmetric. For any two localized radial changes this requires
\begin{equation}
D_{12}=D_{21},\qquad D_{ij}=\int\eta_i\,\delta v[\eta_j]\,d^3r .
\end{equation}
For a potential $v(\rho,g)$ with $g=-\rho'$, the response is $\delta v[\eta]=(\partial v/\partial\rho)\eta-(\partial v/\partial g)\eta'$. The first term cancels in the difference, leaving
\begin{equation}
D_{12}-D_{21}=-\int_0^\infty\frac{\partial v}{\partial g}
\left(\eta_1\eta_2'-\eta_2\eta_1'\right)4\pi r^2\,dr .
\label{asym}
\end{equation}
Choose $\eta_1=w(r)$ and $\eta_2=r\,w(r)$ with a localized $w$. Then $\eta_1\eta_2'-\eta_2\eta_1'=w^2$, and the integral cannot vanish if $\partial v/\partial g$ has one sign. For LB94 the local part does not depend on $g$, and the correction is $-\beta\rho^{1/3}h(x)$ with $h=x^2/(1+3\beta xA)$. Using $dA/dx=1/\sqrt{1+x^2}$,
\begin{equation}
h'(x)=\frac{x}{(1+3\beta xA)^2}
\left[2+3\beta x\left(A-\frac{x}{\sqrt{1+x^2}}\right)\right].
\end{equation}
The inner bracket vanishes at $x=0$ and has the derivative $(1+x^2)^{-1/2}-(1+x^2)^{-3/2}\ge0$, so it is never negative. Hence $h'>0$ and $\partial v/\partial g<0$ for all $x>0$. The symmetry condition fails: no energy functional has the LB94 potential as its derivative. LB94 prescribes the $-1/r$ tail directly in the potential, and the price is that no energy belongs to it.

As a numerical instance, take the hydrogen density and $\eta_i=\rho\,e^{-2(r-c_i)^2}$, with $c_1=2.0$ and $c_2=2.5$ bohr. For $v$ take local exchange (\ref{lda}) plus the correction (\ref{lb}), without correlation; the local part affects $D_{12}$ and $D_{21}$ equally and drops out of their difference. Finite variations give $D_{12}=0.007978$ and $D_{21}=-0.017656$ hartree. Their difference, $0.025634$ hartree, agrees with (\ref{asym}). These variations change the electron number, but the asymmetry persists at fixed number. Take bumps of the same form at 1.5 and 2.5 bohr and subtract from each the multiple of the bump at 2.0 bohr that makes its charge zero; then $D_{12}=-0.012817$ and $D_{21}=0.017114$ hartree.

\subsection*{(f) The hydrogen atom}

The exact density $e^{-2r}/\pi$ lies in one spin channel, so $N=1/\pi$ and $\alpha=2$. From (\ref{L}),
\begin{equation}
a=\frac32\ln\!\left(4\pi^{1/3}\right)=\frac32(1.3863+0.3816)=2.652\ \text{bohr}.
\end{equation}
With one electron, the exact exchange potential that vanishes at infinity is minus the Hartree potential. In the table, LB94 means local exchange plus the correction (\ref{lb}); correlation is left out of all columns. Both models are evaluated on the exact density, not self-consistently. A self-consistent atom decays with $\alpha=2\sqrt{-2\varepsilon}$, where $\varepsilon$ is the orbital energy of the model. This gives about 1.82 for LB94 exchange and 1.48 for Becke 88, so the Becke coefficient $5/(2\alpha)$ would be about 1.69 instead of 1.25. Potentials are in hartree and $r$ in bohr.

\begin{center}
\begin{tabular}{rrrr}
$r$ & exact exchange & LB94 & Becke 88\\
\hline
5 & $-0.1999$ & $-0.1589$ & $-0.0452$\\
10 & $-0.1000$ & $-0.0801$ & $-0.0095$\\
20 & $-0.0500$ & $-0.0441$ & $-0.0026$\\
50 & $-0.0200$ & $-0.0190$ & $-0.00046$\\
100 & $-0.0100$ & $-0.0097$ & $-0.00012$
\end{tabular}
\end{center}

At $r=20$ bohr, (\ref{lbtail}) gives $-1/22.652=-0.0441$ hartree. The three terms of (\ref{btail}) give
\begin{equation}
v_{\rm B}\simeq-\frac{3}{4(22.652)^2}-\frac{1}{2(20)(22.652)}
+\frac{3(2.652)}{4(20)(22.652)^3},
\end{equation}
that is, $-0.001462-0.001104+0.000009=-0.002557$ hartree; the full Becke potential is $-0.002558$. In electronvolts, the potentials at this distance are $-1.36$ (exact), $-1.20$ (LB94) and $-0.07$ (Becke 88).

The LB94 tail has the right form but is reached slowly. Relative to $-1/r$, the correction is too weak by the fraction $a/(r+a)$, which is 12\% at 20 bohr. It falls to 1\% at $r=99a$, about 260 bohr. The leading Becke term alone, $-1.25/r^2=-0.0031$ hartree at 20 bohr, is also a rough estimate: it exceeds the full value in magnitude by 22\%.

The local decay exponent $p=-d\ln|v|/d\ln r$ needs care at short range. For Becke 88 it is 2.11 at 5 bohr, but this is not yet the asymptotic law, since local exchange supplies $-0.0302$ of the $-0.0452$ hartree there, and the gradient part, $-0.0150$ hartree, is still far from the value $-0.0250$ of (\ref{btail}). Once the local part has died out, $p$ rises from 1.82 at 20 bohr to 1.996 at 1000 bohr. For LB94 it rises from 0.88 to 0.997 over the same range, in line with $p=r/(r+a)$ from (\ref{lbtail}).

Physically, the exact exchange potential removes the electron's repulsion by its own charge cloud, which is $1/r$ at large distance. LB94 removes it to leading order. Becke 88 removes only a fraction that approaches $5/(2\alpha r)$ at large $r$ (0.051 against 0.0625 at 20 bohr) and tends to zero. The nuclear attraction $-1/r$ is then cancelled by the remaining Hartree repulsion, and the total potential falls off as $r^{-2}$ instead of $-1/r$.

The numerical check compares the potential (\ref{EL}) with finite variations of the Becke energy, and the tails (\ref{lbtail}) and (\ref{btail}) with the full expressions for several values of $N$, $\alpha$ and $\beta$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Hydrogen: N = 0.318310 bohr^-3, alpha = 2.0 bohr^-1
beta LB94 = 0.05, beta Becke 88 = 0.0042
Shift a = 2.6518 bohr
Becke tail coefficient 5/(2 alpha) = 1.2500 hartree bohr^2
Potentials in hartree, r in bohr (LB94 = local exchange + correction)
r | exact exchange | LB94 | Becke 88 | local exchange
5 | -0.199946 | -0.158860 | -0.045194 | -3.022e-02
10 | -0.100000 | -0.080091 | -0.009478 | -1.078e-03
20 | -0.050000 | -0.044148 | -0.002558 | -1.372e-06
50 | -0.020000 | -0.018993 | -0.000460 | -2.828e-15
100 | -0.010000 | -0.009742 | -0.000120 | -9.440e-30
Tail estimates in hartree, r in bohr
r | -1/(r+a) | -5/(2 alpha r^2) | Becke closed tail
5 | -0.130688 | -0.050000 | -0.024990
10 | -0.079040 | -0.012500 | -0.008539
20 | -0.044147 | -0.003125 | -0.002557
50 | -0.018993 | -0.000500 | -0.000460
100 | -0.009742 | -0.000125 | -0.000120
Local decay exponents (no unit) and Becke energy per electron (hartree)
r | LB94 exponent | Becke exponent | Becke energy | -1/(2r)
5 | 1.1126 | 2.1149 | -0.082354 | -0.100000
10 | 0.8670 | 2.1280 | -0.040248 | -0.050000
20 | 0.8833 | 1.8160 | -0.022074 | -0.025000
50 | 0.9496 | 1.9189 | -0.009496 | -0.010000
100 | 0.9742 | 1.9585 | -0.004871 | -0.005000
1000 | 0.9974 | 1.9958 | -0.000499 | -0.000500
At r = 20 bohr in eV: exact -1.3606, LB94 -1.2013, Becke 88 -0.0696
Becke potential averaged over a bump (hartree): variation, formula
bump centre 6 bohr: -0.0364266, -0.0364266
bump centre 12 bohr: -0.0071055, -0.0071055
Density prefactor r^m at r = 1e5 bohr: m, r v_LB, r^2 v_Becke
-1.0, -0.999921, -1.249836
0.0, -0.999973, -1.249947
1.5, -1.000052, -1.250114
VWN correlation / local exchange potential at total density (bohr^-3)
1e-03: 0.3018
1e-05: 0.5207
1e-07: 0.6998
1e-09: 0.8049
LB94 response (hartree): D12 = 7.9782e-03, D21 = -1.7656e-02
D12 - D21 = 2.5634e-02, from formula 2.5634e-02
Largest relative deviation from libxc Becke 88: 6.7e-16
\end{verbatim}
